\section*{Gate bias for temperature-independent saturation current in a square-law MOSFET}

\section*{Question}

I am stuck on an exercise about an n-channel MOSFET in saturation. The current follows the square law
\[
I=\frac{W}{2L}\,\mu(T)\,C\,[V_G-V_T(T)]^2 ,
\]
the mobility falls as $1/T^2$, and the threshold voltage falls linearly with temperature. I am asked for the gate voltage at which the current is exactly independent of temperature.

I can see two competing effects. Heating lowers the mobility, which reduces the current, and it lowers the threshold, which raises the current. So I set $dI/dT=0$ and found that the overdrive $V_G-V_T$ must equal $T$ times the slope of the threshold. But that condition contains $T$. It looks as if I need a different gate voltage at each temperature, so that the current is only stationary at one point and not constant. Where does ``exactly'' come from? And would a real transistor behave this way?

\section*{Answer}

Your condition is correct. What remains is to insert the temperature dependence of $V_T$, because the condition fixes the overdrive and you want the gate voltage.

\subsection*{The model and its conventions}

Write the two temperature laws about a reference temperature $T_0$:
\begin{equation}
\mu(T)=\mu_0\left(\frac{T_0}{T}\right)^2,\qquad
V_T(T)=V_{T0}-\alpha\,(T-T_0),\qquad \alpha>0 .
\label{laws}
\end{equation}
Source and body are grounded, and $W$, $L$ and the oxide capacitance per area $C$ do not change with temperature. I use atomic units in the algebra, with temperature in kelvin. Then $e=1$, so a voltage and the corresponding electron energy have the same number, and $C=\kappa/(4\pi t)$ for an oxide of relative permittivity $\kappa$ and thickness $t$.

The square law has a condition attached, which shows up when it is derived. Let $V$ be the channel potential at distance $x$ from the source. The mobile charge per area has magnitude $C(V_G-V_T-V)$, and the drift current is
\[
I=W\mu C\,(V_G-V_T-V)\,\frac{dV}{dx}.
\]
The current is the same at every $x$. Integrating from source to drain therefore gives
\begin{equation}
I=\frac{W}{L}\mu C\int_0^{V_D}(V_G-V_T-V)\,dV
=\frac{W}{L}\mu C\left[(V_G-V_T)V_D-\frac{V_D^2}{2}\right].
\label{triode}
\end{equation}
This holds until the charge at the drain end vanishes, at $V_D=V_G-V_T$. There the bracket equals $(V_G-V_T)^2/2$, which is your square law. The model keeps the current at that value for larger $V_D$. Saturation thus requires $V_D\ge V_G-V_T$ at every temperature of interest.

\subsection*{Finishing your calculation}

Let $u=V_G-V_T(T)$ be the overdrive. At fixed $V_G$, \eqref{laws} gives $du/dT=+\alpha$. Collect the constants in
\[
K=\frac{W}{2L}\mu_0CT_0^2,\qquad\text{so that}\qquad I=K\,\frac{u^2}{T^2}.
\]
The product rule gives
\begin{align}
\frac{dI}{dT}
&=K\left(-\frac{2u^2}{T^3}+\frac{2\alpha u}{T^2}\right)\nonumber\\
&=\frac{2Ku}{T^3}\,(\alpha T-u).
\end{align}
One root is $u=0$, where the transistor is at threshold and carries no current in this model. The other is your condition, $u=\alpha T$. Now solve it for the gate voltage:
\begin{align}
V_G&=V_T(T)+\alpha T\nonumber\\
&=V_{T0}-\alpha T+\alpha T_0+\alpha T\nonumber\\
&=V_{T0}+\alpha T_0\equiv V^* .
\label{vstar}
\end{align}
The temperature has cancelled. The required overdrive grows with $T$, but the falling threshold supplies that growth while the gate voltage stays fixed. Substituting $u=\alpha T$ into the current gives
\begin{equation}
I^*=K\alpha^2=\frac{W}{2L}\mu_0C(\alpha T_0)^2
=\frac{W\mu_0\kappa}{8\pi Lt}(\alpha T_0)^2 .
\label{istar}
\end{equation}
At $V^*$ the squared overdrive grows as $T^2$ and the mobility falls as $T^{-2}$, so their product is constant.

Equation \eqref{vstar} also has a graphical meaning: $V^*$ is the straight threshold line extrapolated to $T=0$. This is a construction on the graph. It does not say that the linear law holds near absolute zero.

\subsection*{Why no other bias works}

A rewriting without derivatives settles uniqueness. From \eqref{laws} and \eqref{vstar},
\[
u=V_G-V_{T0}+\alpha T-\alpha T_0=(V_G-V^*)+\alpha T .
\]
While the transistor is on, $u>0$, so the positive square root of the current is
\begin{equation}
\sqrt I=\sqrt K\,\frac{u}{T}
=\sqrt K\left[\alpha+\frac{V_G-V^*}{T}\right].
\label{root}
\end{equation}
This is a straight line in $1/T$. If the currents at two different temperatures are equal, the slope must vanish, so $V_G=V^*$. The only other way to get a constant current in this model is to leave the device off over the whole range.

Equation \eqref{root} also gives the cost of a small bias error. Take the logarithm and differentiate:
\begin{align}
\frac{d\ln I}{dT}
&=2\,\frac{-(V_G-V^*)/T^2}{\alpha+(V_G-V^*)/T}\nonumber\\
&=-\frac{2(V_G-V^*)}{T\,[V_G-V_T(T)]}.
\label{sens}
\end{align}
The second line follows on multiplying numerator and denominator by $T$ and recognising $u$. Above $V^*$ the mobility loss wins and the current falls on heating. Below $V^*$, with the device still on, the threshold shift wins and the current rises.

The sign of $\alpha$ matters. As $\alpha\to0$, $V^*$ approaches the threshold and $I^*$ vanishes as $\alpha^2$. If the threshold rose with temperature, both effects would reduce the current and no compensating bias would exist.

\subsection*{Numbers for a long-channel transistor}

Take a 10 nm oxide with $\kappa=3.9$, $W=L=10\,000$ nm, $\mu_0=500$ cm$^2$/Vs and $V_{T0}=0.350$ V at $T_0=300$ K, with $\alpha=1.00$ mV/K. The drain is at 1.00 V and the range is 250 to 400 K. Then
\[
V^*=0.350+(0.00100)(300)=0.650\ \text{V}.
\]
With $C=0.3453\ \mu$F/cm$^2$ and $W/L=1$,
\[
I^*=\tfrac12(500)(0.3453)(0.300)^2\ \mu\text{A}=7.77\ \mu\text{A},
\]
or $1.173\times10^{-3}$ atomic units of current.

The currents at three fixed gate voltages, in $\mu$A, are:
\begin{center}
\begin{tabular}{cccc}
$V_G$ (V) & 250 K & 300 K & 400 K\\
0.550 & 2.80 & 3.45 & 4.37\\
0.650 & 7.77 & 7.77 & 7.77\\
0.750 & 15.23 & 13.81 & 12.14
\end{tabular}
\end{center}
The outer rows drift in opposite directions, as \eqref{sens} requires. For a bias 10 mV too high at 300 K, the overdrive is 0.310 V and
\[
\frac{d\ln I}{dT}=-\frac{2(0.010)}{(300)(0.310)}\ \text{K}^{-1}
=-0.0215\%\ \text{per K}.
\]

As a separate test, the channel charge was integrated numerically and the gate voltage sought at which two temperatures give equal current. The pairs 250/300, 300/400, 250/400 and 340/360 K all gave 0.650000 V. The numerical output below lists these and the remaining values.

At $V^*$ the overdrive is $\alpha T$, which reaches 0.400 V at 400 K, so the 1.00 V drain bias maintains saturation. If the drain were at 0.1 V, \eqref{triode} would apply instead, and
\[
\frac{I(400)}{I(250)}
=\left(\frac{250}{400}\right)^2
\frac{(0.400)(0.1)-0.1^2/2}{(0.250)(0.1)-0.1^2/2}
=0.684 .
\]
The compensation is lost because the current no longer grows as the square of the overdrive.

\subsection*{What is special about the exponent 2}

Your worry about a stationary point that moves with temperature is justified for other mobility laws. Let $\mu=\mu_0(T_0/T)^m$ with $m>0$. Then
\[
\ln I=\text{constant}-m\ln T+2\ln u,\qquad
\frac{d\ln I}{dT}=-\frac mT+\frac{2\alpha}{u}.
\]
The derivative vanishes at $u=2\alpha T/m$, so the stationary gate voltage is
\begin{equation}
V_s(T)=V_T(T)+\frac{2\alpha T}{m}
=V^*+\alpha T\left(\frac2m-1\right).
\end{equation}
It is independent of $T$ only for $m=2$. Differentiating once more at fixed gate voltage, and then inserting $u=2\alpha T/m$, gives
\begin{equation}
\frac{d^2\ln I}{dT^2}=\frac m{T^2}-\frac{2\alpha^2}{u^2}
=\frac m{T^2}-\frac{m^2}{2T^2}
=\frac{m(2-m)}{2T^2}.
\end{equation}
The current therefore has a minimum in temperature for $0<m<2$ and a maximum for $m>2$.

For $m=1.5$, with the other parameters unchanged, $V_s$ moves from 0.733 V at 250 K to 0.783 V at 400 K. If the gate stays at 0.650 V, the current varies as $T^{2-m}=T^{0.5}$ and rises by 26\% from 250 to 400 K. A bias of 0.755 V makes the two end currents equal. The largest current in the range is then 1.0\% above the smallest. This bias gives a nearly constant current, but not a constant one.

\subsection*{Does diffusion spoil the result?}

The square law keeps only drift. To include diffusion, let $V$ be the electron quasi-Fermi potential along the channel, and let $v=k_BT$ be the thermal voltage in atomic units. A standard approximate charge law is
\begin{equation}
Q=2nCv\,q,\qquad
2q+\ln q=\frac{V_G-V_T}{nv}-\frac Vv ,
\label{charge}
\end{equation}
where $Q$ is the magnitude of the mobile charge per area. The factor $n>1$ accounts for the depletion charge in the body. For large $q$ the logarithm is negligible and $Q\simeq C(V_G-V_T-nV)$. For small $q$ the charge is exponential in the gate voltage, as below threshold.

The current is still $I=W\mu Q\,dV/dx$. Differentiating \eqref{charge} at fixed gate voltage gives $dV=-v(2+1/q)\,dq$. With $q_s$ at the source and negligible $q$ at the drain,
\begin{align}
I&=\frac WL\mu\int Q\,dV
=\frac WL\mu\,2nCv^2\int_0^{q_s}(2q+1)\,dq\nonumber\\
&=\frac WL\mu\,2nCv^2(q_s^2+q_s).
\end{align}
At $V^*$ the source equation becomes
\[
2q_s+\ln q_s=\frac{\alpha T}{nk_BT}=\frac{\alpha}{nk_B}.
\]
For constant $n$ its right side does not depend on temperature, so neither does $q_s$. The prefactor $\mu v^2$ is also constant, since $\mu\propto T^{-2}$ and $v^2\propto T^2$. The same gate voltage therefore gives a constant current with diffusion included.

The size of the current does change. For large $q_s$, $q_s\simeq(V_G-V_T)/(2nv)$, and the result reduces to the square law divided by $n$. With $n=1.287$ that is $7.77/1.287=6.04\ \mu$A. The full charge law gives 5.51 $\mu$A at 250, 300 and 400 K, which is 0.913 of the square law with the same $n$. That ratio depends on how this charge law defines threshold.

\subsection*{How close is a real transistor?}

The parameters are rough values for a long-channel bulk silicon device. A depletion estimate with an n$^+$ polysilicon gate and $10^{17}$ cm$^{-3}$ body doping gives a threshold of 0.344 V and a slope of $-1.01$ mV/K at 300 K, close to the chosen numbers. These digits depend on the silicon parameters: another common choice of gap, densities of states and gate Fermi level gives 0.334 V and $-1.07$ mV/K, and moves the extrapolated $V^*$ from 0.648 to 0.656 V. This estimate places threshold where the surface potential is twice the body's Fermi potential. A threshold fitted to the square law can lie higher, by an amount that depends on the range of gate voltages used in the fit. This lowers the current considerably: solving Poisson's equation across the same stack with Boltzmann statistics gives fitted thresholds of roughly 0.37 to 0.42 V and a current of 3.6 to 3.9 $\mu$A at 0.650 V and 300 K, so the currents above illustrate the model and do not predict those of this silicon device. With the drain kept in saturation and the gate left at $V^*$, the assumption most damaging to constancy, among those estimated here, is the mobility exponent. In a silicon channel it depends on doping and gate field and need not be 2. An exponent of 1.5 alone produces the 26\% drift found above, so a bias for an actual device should use its own measured mobility and threshold laws.

The other effects, each estimated separately at $V^*$, are smaller in their temperature drift:
\begin{itemize}
\item The depletion estimate bends below its 300 K tangent by 1.5 mV at 250 K and 5.8 mV at 400 K. This raises the square-law current by 1.2\% and 2.9\%. A curvature cannot be removed by shifting the bias: the best gate voltage still leaves a spread of about 2\%, more than the 1.0\% left by $m=1.5$ with a straight threshold line.
\item Body charge, linearised about its value at the source, lowers the square-law current by 22\% at 300 K. Most of this is a change of scale, but $1/n$ itself falls by 3.1\% from 250 to 400 K.
\item Velocity saturation, with the velocity taken as $\mu E/(1+\mu E/v_s)$ in a channel field $E$ and a fixed rough limit $v_s=10^7$ cm/s, lowers the current by 1.8\% at 250 K and 1.1\% at 400 K.
\item Mobility loss from the gate field, modelled as $1/(1+\theta u)$ with a rough $\theta=0.1$ V$^{-1}$, adds a drift of $-1.4\%$ over the range. Channel-length modulation, with a rough coefficient of 0.02 V$^{-1}$, adds $-0.3\%$.
\end{itemize}

At 300 K the square law puts the electron sheet density at the source at about 0.16 of the lowest-subband density of states times $k_BT$, so degeneracy is weak. The estimated oxide field is below 1 MV/cm, well below a rough breakdown field of 10 MV/cm. The estimated tunnelling factor through the oxide, for a 3.1 eV barrier and an oxide mass of 0.42 electron masses, is about $e^{-109}$ (a mass of 0.5 changes the exponent to about 120), so gate leakage by this route is negligible.

So the answer to the exercise is $V_G=V_{T0}+\alpha T_0$, with the drain kept in saturation. The constancy is exact for the square law combined with the two stated temperature laws; in silicon it is approximate. A mobility exponent other than 2 mainly moves the best bias away from $V^*$, and at the best bias the curvature of the threshold and the exponent together leave a variation of 2 to 3\% over 250 to 400 K in these estimates.

\section*{Computed values}
\begin{verbatim}
Oxide thickness: 10.0 nm; relative permittivity: 3.9
Channel width, length: 10000, 10000 nm
Mobility at 300 K: 500 cm2/Vs
Threshold at 300 K: 0.350 V; fall: 1.00 mV/K
Drain voltage: 1.00 V; range: 250 to 400 K
Oxide capacitance: 0.3453 uF/cm2
V* from formula: 0.650000 V
Crossings for pairs 250/300, 300/400, 250/400, 340/360 K: 0.650000 0.650000 0.650000 0.650000 V
I* from formula: 7.7695 uA = 1.1730e-03 atomic units
Relative spread of integrated current at V*: 8.7e-16
T=250 K: mobility 720.00 cm2/Vs, threshold 0.400 V, overdrive 0.250 V
T=300 K: mobility 500.00 cm2/Vs, threshold 0.350 V, overdrive 0.300 V
T=400 K: mobility 281.25 cm2/Vs, threshold 0.250 V, overdrive 0.400 V
Gate 0.550 V, current at 250, 300, 400 K: 2.7970 3.4531 4.3704 uA
Gate 0.650 V, current at 250, 300, 400 K: 7.7695 7.7695 7.7695 uA
Gate 0.750 V, current at 250, 300, 400 K: 15.2283 13.8125 12.1399 uA
Coefficient at 300 K for bias 10 mV above V*: -0.0215 %/K
Drain at 0.1 V, gate V*: I(400 K)/I(250 K) = 0.6836
Exponent 1.5: I(400 K)/I(250 K) at V* = 1.2649
Exponent 1.5: stationary gate voltage at 250, 400 K: 0.7333, 0.7833 V
Exponent 1.5: bias with equal end currents 0.7549 V, spread 1.04 %
Silicon model doping: 1.0e+17 cm-3
Silicon model threshold at 300 K: 0.3445 V; slope -1.013 mV/K
Threshold bend at 250 K: -1.48 mV; current change 1.19 %
Threshold bend at 400 K: -5.80 mV; current change 2.92 %
Body factor n at 250, 300, 400 K: 1.2758 1.2872 1.3169
Current change from factor 1/n at 300 K: -22.31 %
Drift of factor 1/n, 250 to 400 K: -3.11 %
Source argument alpha*e/(n*kB): 9.0156
Current with diffusion / square law with same n: 0.9128
Current with diffusion at 250, 300, 400 K: 5.5097 5.5097 5.5097 uA
Rough saturation velocity: 1.0e+07 cm/s
Velocity-saturation current change at 250, 400 K: -1.76 -1.11 %
Rough vertical-field coefficient: 0.1 1/V; drift 250 to 400 K: -1.44 %
Rough channel-length coefficient: 0.02 1/V; drift 250 to 400 K: -0.30 %
Source electron sheet density at 300 K: 6.466e+11 cm-2
Sheet density / (lowest-subband state density * kB*T): 0.158
Oxide voltage at 300 K: 0.785 V; field: 0.785 MV/cm
Oxide barrier 3.1 eV, mass 0.42 m_e: tunnelling exponent 109.2
\end{verbatim}
